# Dangling-Bond Spin Resonance and the Fermi Level at a Gate Interface

**Q:** My silicon wafer carries a silica/hafnia gate stack. Before a hydrogen anneal it showed a clear dangling-bond resonance; now I see none. Each unpassivated silicon bond holds an unpaired electron, so every bond must have been passivated.

**A:** The second premise fails. A silicon dangling bond is amphoteric: it can give up its electron or take a second one. Which it does depends on the Fermi level $\mu$ at the interface, and an anneal can shift $\mu$ as well as attach hydrogen.

Treat the bond as one orbital exchanging electrons with silicon in thermal equilibrium. I use atomic units in the algebra and measure energies from the valence edge at the interface. The first electron costs $e$; the second costs $e+U$, where $U$ includes repulsion and lattice relaxation. The four states are empty, spin up, spin down and doubly occupied.

The microwave field acts through

$$S_x=\tfrac12\left(c_\uparrow^\dagger c_\downarrow+c_\downarrow^\dagger c_\uparrow\right).$$

On the empty state, each term tries to remove an absent electron and gives zero. On the double state, each term removes one electron and then tries to create another in the spin state still occupied, which the Pauli principle forbids. Neither state can absorb, though neither bond is passivated.

**Q:** That shows that silent states exist. How many bonds are in them?

**A:** Weight each state by $\exp[-(E-\mu n)/kT]$, where $E$ is its energy and $n$ its electron number. Let the magnetic field split the single-electron states by $\Delta$, and define

$$x=e^{(\mu-e)/kT},\qquad b=\frac{\Delta}{2kT},\qquad a=e^{-U/2kT}.$$

The weights are $1$ for empty, $xe^{b}$ and $xe^{-b}$ for the lower and upper spin states, and $x^2a^2$ for double occupation. Their sum is $Z=1+2x\cosh b+x^2a^2$. Net absorption is proportional to the population difference, because upward and downward transitions have equal matrix elements:

$$p_{\rm low}-p_{\rm up}=\frac{2x\sinh b}{Z}=p_1\tanh b,\qquad p_1=\frac{2x\cosh b}{Z}.$$

Here $p_1$ is the singly occupied fraction. At 9.5 GHz and 300 K, $\tanh b=7.6\times10^{-4}$, so $\cosh b$ differs from one by about $b^2/2=3\times10^{-7}$, and I set it to one in $p_1$. Dividing numerator and denominator by $2x$ gives

$$p_1=\frac{1}{1+\frac12(x^{-1}+xa^2)}.$$

Now define $y=(\mu-e-U/2)/kT$. Then $x=e^y/a$, so $x^{-1}=ae^{-y}$ and $xa^2=ae^y$. Hence

$$p_1(\mu)=\frac{1}{1+a\cosh y}.$$

For $N$ unpassivated bonds per area, an unsaturated resonance measures the spin density $Np_1$, not $N$.

**Q:** Where does the signal disappear?

**A:** Half the bonds are active when $a\cosh y=1$. For $U\gg kT$, $\cosh y\simeq e^{|y|}/2$, so $|y|=\ln(2/a)=U/2kT+\ln2$. The two half-height points are therefore

$$\mu=e-kT\ln2,\qquad \mu=e+U+kT\ln2.$$

The term $\ln2$ reflects the two spin orientations of the active state. Well below $e$, $p_1\simeq2e^{-(e-\mu)/kT}$ and the bonds are empty. Well above $e+U$, $p_1\simeq2e^{-(\mu-e-U)/kT}$ and they are doubly occupied.

Their charge distinguishes the two silences. A singly occupied bond is neutral, so the mean charge is the empty fraction minus the double fraction:

$$q=\frac{1-x^2a^2}{Z}=\frac{\frac12(x^{-1}-xa^2)}{1+a\cosh y}=-\frac{a\sinh y}{1+a\cosh y}.$$

It runs from $+1$ to $-1$ as $\mu$ rises through both levels.

**Q:** Could this hide a technologically relevant density, or only a few stray bonds?

**A:** Take $N=10^{12}$ cm$^{-2}$, $e=0.30$ eV, $U=0.50$ eV and 300 K. The half-height points are then 0.282 and 0.818 eV in a gap of 1.12 eV. Real interfaces have a spread of levels, so I average over a Gaussian of standard deviation 0.06 eV in $e$, with the same $U$ for every bond. Suppose the spectrometer detects $5\times10^{10}$ spins/cm$^2$. With bond density, temperature and spectrometer sensitivity held fixed:

| $\mu$ (eV) | mean charge | spins/cm$^2$ | outcome |
|---|---:|---:|---|
| 0.10 | +0.991 | $9.2\times10^9$ | undetected |
| 0.55 | 0.000 | $1.0\times10^{12}$ | detected |
| 1.02 | −0.995 | $4.8\times10^9$ | undetected |

Comparing the first row with the second suggests 99.1% passivation; comparing the third with the second suggests 99.5%. The true figure is zero in every row.

The valid inference from silence is $N<N_{\rm lim}/\langle p_1\rangle$, where the brackets denote the level average. At 0.10 eV, the active fraction is 0.00924, so the bound is

$$\frac{5\times10^{10}}{0.00924}=5.4\times10^{12}\ {\rm cm}^{-2}.$$

That permits more bonds than the sample contains. At 0.55 eV the same silence would give $N<5.0\times10^{10}$ cm$^{-2}$.

**Q:** Can a gate really move $\mu$ that far? The bonds themselves charge and screen it.

**A:** They do, and the voltage must include that charge. Let $\psi$ be the electrostatic potential at the silicon surface relative to the bulk. A positive $\psi$ lowers the bands, so $\mu=\mu_b+\psi$, where $\mu_b$ is the bulk Fermi level above the bulk valence edge.

For p-type silicon with bulk hole and electron densities $p_0$ and $n_0$, neutrality fixes the ionized acceptor density at $p_0-n_0$. With local potential $\phi$, the charge density is

$$\rho=p_0(e^{-\phi/kT}-1)-n_0(e^{\phi/kT}-1).$$

Poisson's equation is $\phi''=-4\pi\rho/\kappa$, with $\kappa$ the relative permittivity of silicon. Multiply by $2\phi'$ and integrate from the bulk, where $\phi=\phi'=0$. With $u=\psi/kT$, the surface field magnitude $F$ obeys

$$F^2=\frac{8\pi kT}{\kappa}\left[p_0(e^{-u}+u-1)+n_0(e^u-u-1)\right].$$

Gauss's law gives the silicon charge $Q_s=-{\rm sgn}(\psi)\kappa F/4\pi$. The bonds add $Q_{it}=N\langle q\rangle$. The gate carries the opposite of their sum, and dividing by the oxide capacitance $C$ gives the oxide voltage:

$$V_G-V_0=\psi-\frac{Q_s+Q_{it}}{C}.$$

$V_0$ is the flat-band voltage without bond charge; it contains the gate work function and fixed oxide charge.

Use 1 nm silica and 5 nm hafnia with relative permittivity 20. The equivalent silica thickness is $1+5(3.9/20)=1.975$ nm, and $C=1.748$ µF/cm$^2$. With $10^{15}$ holes/cm$^3$, $\mu_b=0.2665$ eV. At $\mu=1.02$ eV, $\psi=0.7535$ V. The silicon and bond charges are $-4.68\times10^{11}$ and $-9.95\times10^{11}$ elementary charges/cm$^2$. Their sum, $-1.463\times10^{12}$, adds 0.134 V across the oxide, so $V_G-V_0=0.89$ V. The corresponding values at 0.55 and 0.10 eV are 0.29 and −0.30 V.

This also shows what your anneal could have done. At fixed $V_G$, lowering $V_0$ by $0.89-0.29=0.60$ V moves $\mu$ from 0.55 to 1.02 eV and, once equilibrium is reached and if the level spread stays the same, silences the bonds without passivating one. That is a large shift: if it came only from fixed positive charge at the silicon interface, it would take about $6.5\times10^{12}$ charges/cm$^2$. Placed at random, so many charges would also spread the bond levels, by roughly 0.1–0.14 eV, and would probably leave about $5\times10^{10}$ to $10^{11}$ spins/cm$^2$ or more, at or above the detection limit, so fixed interface charge alone need not silence the line. A change in the gate work function could supply part of the shift without this extra spread.

**Q:** Then how would a hydrogen-terminated bond behave differently? It is silent too.

**A:** It remains silent when $\mu$ moves. A two-orbital model shows why. Keep the silicon orbital above; give the hydrogen orbital energy −4 eV and repulsion 10 eV, and couple them by hopping of magnitude 3 eV. These are round illustrative values, not a fit to a Si–H bond.

With one electron, the orbital energies 0.3 and −4 eV mix to give

$$E_1=-1.85-\sqrt{2.15^2+3^2}=-5.541\ {\rm eV}.$$

With two electrons in a singlet, the basis states are one electron on each atom, both on silicon, and both on hydrogen:

$$H_2=\begin{pmatrix}-3.7&3\sqrt2&3\sqrt2\\3\sqrt2&1.1&0\\3\sqrt2&0&2.0\end{pmatrix}{\rm eV}.$$

The signs of the couplings can be chosen positive by choosing the basis-state signs. The lowest eigenvalue is $E_2=-7.631$ eV; the triplet, which cannot mix with the paired states, stays at −3.7 eV. With three electrons, the missing electron is on silicon or hydrogen, with energies 2.3 and −2.9 eV:

$$E_3=-0.3-\sqrt{2.6^2+3^2}=-4.270\ {\rm eV}.$$

The charge transitions lie at $E_2-E_1=-2.09$ eV and $E_3-E_2=3.36$ eV, both outside the gap from 0 to 1.12 eV. In this model the bond therefore keeps its two-electron singlet ground state throughout a gate sweep.

**Q:** So I should sweep the gate. Must I know the exact level of every bond?

**A:** No, if they share the same positive $U$ and the sweep covers the whole active region. Integrate $p_1$ over $\mu$, using $d\mu=kT\,dy$ and $t=\tanh(y/2)$. Since $\cosh y=(1+t^2)/(1-t^2)$ and $dy=2\,dt/(1-t^2)$,

$$W=\int p_1\,d\mu=kT\int_{-1}^{1}\frac{2\,dt}{(1+a)-(1-a)t^2}.$$

Set $r=\sqrt{(1-a)/(1+a)}$. The elementary integral then gives

$$W=\frac{2kT}{(1+a)r}\ln\frac{1+r}{1-r}
=\frac{2kT}{\sqrt{1-a^2}}\ln\frac{1+\sqrt{1-a^2}}{a}.$$

For small $a$, $W\simeq2kT\ln(2/a)=U+2kT\ln2$. The level $e$ has dropped out: changing it shifts the curve without changing its area. Thus

$$N=\frac{1}{W}\int N\langle p_1\rangle\,d\mu.$$

Here $W=0.536$ eV with or without the spread, and the interval from 0.10 to 1.02 eV contains 99.9% of it.

An electrical measurement gives a second clue. Between those endpoints, each bond changes charge by 1.986 electrons. At the same two values of $\mu$, the bonds increase the required gate-voltage interval by 0.18 V. Other interface traps can also stretch the voltage scale, so this alone does not identify dangling bonds.

**Q:** If the entire sweep is silent, is passivation finally proved?

**A:** It bounds the density of bonds with sufficiently positive $U$; it does not prove that none remain. The maximum active fraction, at $y=0$, is $1/(1+a)$. If $U=-0.20$ eV, then $a>1$ and this maximum is 0.0205. A density of $10^{12}$ cm$^{-2}$ would show at most $2.05\times10^{10}$ spins/cm$^2$, below our detection limit at every $\mu$. The sweep must also avoid saturation and lines too broad to detect.

**Q:** Would my real stack follow this equilibrium model?

**A:** The bond levels and density are rough values for silicon–oxide dangling bonds, and the layer thicknesses are plausible for a hafnia stack. The doping is far below that of many transistor channels. The assumption most easily broken is equilibrium. In darkness at 300 K, the initial thermal generation rate would supply the charge for the upper silent state in about 13 s if it persisted. It does not: generation slows as the bonds fill. With the bonds as the only source, the rate equations at fixed gate voltage give about half an hour for the signal to fall below the detection limit, and many hours to approach equilibrium. Generation in the silicon bulk can shorten this, by an amount that depends on the carrier lifetime. At 100 K even the initial-rate estimate exceeds $10^{22}$ s: the bonds may retain their earlier occupation, and $p_1(\mu)$ cannot predict the signal. Illumination can supply carriers, but it must be switched off and the occupation allowed to settle before this formula is used.

Other corrections are smaller for this example. Without fixed charge at the silicon interface, the silica field reaches 0.68 MV/cm; with the $6.5\times10^{12}$ charges/cm$^2$ considered above it would be about 2.4 MV/cm. The rough breakdown scale is 10 MV/cm. Estimated direct tunnelling to the gate is $2\times10^{-5}$ s$^{-1}$ per electron, for flat barriers and a hafnia tunnelling mass of 0.2; trap-assisted leakage is not included. This is slow beside the initial 300 K supply, but not beside the bonds' own generation once they are nearly full. If no other source supplied electrons, the steady signal on the upper side would be roughly $1$ to $4.5\times10^{10}$ spins/cm$^2$, depending on whether only the mobile electrons tunnel or those on the bonds do too. The upper value lets bond electrons tunnel as fast as mobile ones, which overstates their rate. For this tunnelling rate the signal stays undetected, but the estimate is very sensitive to the hafnia mass: including the oxide field and taking a mass of 0.15 raises the rate about a hundredfold and the steady signal to $6\times10^{10}$–$1.2\times10^{11}$ spins/cm$^2$, above the limit. In a leakier stack the upper silent state is reached only if another source supplies electrons faster than they leak away. Carrier degeneracy changes the electron density by 0.7%. Confinement raises electron levels by about 0.03–0.05 eV, which changes the gate voltage needed for a given $\mu$, not $p_1(\mu)$. One charged neighbour at 10 nm shifts a bond by about 0.02 eV without gate screening, which changes a silent-side fraction by at most $e^{0.0185/0.02585}\simeq2$. Many charged neighbours at random positions can matter more: they spread the levels by roughly 0.03–0.05 eV, depending on how close two charges may lie. If that is not already part of the 0.06 eV spread, the silent-side fractions can rise to about 2%, leaving both signals undetected. At 400 K, with $\mu$ and the levels held fixed, the silent-side fractions are 2.2% and 1.3%, still below the 5% needed for detection. The gate changes the carrier count of a 0.5 mm wafer by less than 1% (the 0.94% printed below as added carriers is the whole silicon charge at 1.02 eV, including uncovered acceptors, so it is an upper limit), but microwave loss in the gate metal is not included and must be calibrated separately.

For your annealed sample, then, record the resonance while moving $\mu$ through the gap at a temperature where the charge can follow. If the original dangling-bond line returns, unpassivated bonds are present. The numerical output below gives the remaining inputs and values.

## Numbers as computed

```
Temperature 300 K; kT 0.02585 eV; gap 1.12 eV
Bond levels 0.30, 0.80 eV; U 0.50 eV
Gaussian level spread 0.06 eV
Bond density 1.00e+12 cm^-2
Spin detection limit 5.00e+10 cm^-2
Microwave frequency 9.5 GHz; tanh b 7.599e-04
Factor a 6.312e-05
Half-height Fermi levels 0.2821, 0.8179 eV
Sweep area W 0.53584 eV; broadened 0.53584 eV
Area captured from 0.10 to 1.02 eV 99.92 %
Bulk Fermi level 0.2665 eV; bulk holes 1.0e+15 cm^-3
Band density of states, each band 3.0e+19 cm^-3
Flat-band active fraction 0.4176
Silica 1.0 nm; hafnia 5.0 nm, k 20
Equivalent oxide 1.975 nm; C 1.748 uF/cm2
mu 0.10 eV: active fraction 0.00924, charge +0.9908 e
  spins 9.244e+09 cm^-2; V_G-V_0 -0.2990 V
  silica field -0.671 MV/cm
  silicon charge +4.551e+11 e/cm2
  bond-density bound if silent 5.409e+12 cm^-2
mu 0.55 eV: active fraction 0.99911, charge -0.0000 e
  spins 9.991e+11 cm^-2; V_G-V_0 +0.2888 V
  silica field +0.027 MV/cm
  silicon charge -5.772e+10 e/cm2
  bond-density bound if silent 5.004e+10 cm^-2
mu 1.02 eV: active fraction 0.00476, charge -0.9952 e
  spins 4.756e+09 cm^-2; V_G-V_0 +0.8876 V
  silica field +0.679 MV/cm
  silicon charge -4.680e+11 e/cm2
  bond-density bound if silent 1.051e+13 cm^-2
Apparent passivation, empty: 99.07 %
Apparent passivation, double: 99.52 %
Charge swing per bond 1.9860 e
Extra gate-voltage stretch from bonds 0.1820 V
Hydrogen model: level -4.0, U 10.0 eV
Hydrogen model: hopping magnitude 3.0 eV
Passivated charge levels -2.090, 3.361 eV
U=-0.20 eV: maximum active fraction 0.0205
Tunnel barriers (3.1, 1.5) eV; masses (0.5, 0.2) m_e
Tunnel exponent 40.82; rate 1.88e-05 s^-1
Tunnel attempt rate 1.0e+13 s^-1
Electron density error from degeneracy 0.73 %
Confinement, masses 0.92/0.19: 0.0303/0.0512 eV
Bond spacing 10.0 nm; neighbour shift 0.0185 eV
Added/bulk carriers, 0.5 mm wafer 0.94 %
400 K active fractions, empty/double side 0.0220/0.0132
Capture area 1.0e-15 cm2; speed 1.0e+07 cm/s
Dark supply time at 300 K 1.28e+01 s
Dark supply time at 100 K 1.10e+22 s
```
